# Saturation Island Density with Stable Dimers: The One-Third Power Law

## Definitions and conventions

Atoms arrive on a crystal surface at a flux $F$, in monolayers (ML) per second. All densities are numbers per lattice site, and lengths are in units of the site spacing. An adatom on a square lattice hops at total rate $h$. Its mean-square displacement is $ht=4Dt$, so its diffusivity is $D=h/4$, in sites² per second.

Let $n_1$ be the adatom density and $N$ the density of islands, a dimer counting as an island. The deposited coverage is $\theta=Ft$, and the small parameter is built from

$$R=\frac{F}{D}.$$

Capture numbers are dimensionless. Adatoms meet to form dimers at the rate $\sigma_1Dn_1^2$ per site, and islands capture adatoms at the rate $\sigma Dn_1N$ per site.

**Assumptions.**

1. Nothing desorbs. Dimers neither dissociate nor move, and larger islands are also immobile.
2. Adatoms attach without a barrier.
3. The coverage is low and islands are one layer high. At first $\sigma_1$ and $\sigma$ are constants, and direct hits on adatoms and islands are neglected.
4. Islands are compact and randomly placed. When two touch, they merge into one compact island of the same total area. In counting contacts, all islands are treated as equal in size.

The description is a mean-field one: spatial correlations enter only through the capture numbers.

## Theorem

Under these assumptions, to leading order as $R\to0$ at fixed $\theta>0$,

$$N^3=\frac{\sigma_1R}{2\sigma^2}\left(1-e^{-6\theta}\right). \tag{1}$$

The plateau of this law is the saturation density

$$N_{\rm sat}=\left(\frac{\sigma_1}{2\sigma^2}\right)^{1/3}\left(\frac FD\right)^{1/3}. \tag{2}$$

With constant capture numbers, the loss of islands by coalescence is essential to the plateau. Stable dimers and the absence of desorption give the exponent, but without a loss term $N$ keeps rising, as shown below. A capture number that rises with coverage can also level off the density, by suppressing nucleation.

## Lemma 1: coalescence

*Growth of randomly placed equal discs removes islands at the rate $2N\,dZ/dt$, where $Z$ is the covered fraction.*

**Proof.** Discs of radius $r$ cover $Z=N\pi r^2$ at low coverage. Two discs touch if their centres are closer than $2r$. A disc has on average $N\pi(2r)^2$ such neighbours. Each pair is shared by two discs, so the density of touching pairs is

$$\tfrac12N\cdot N\pi(2r)^2=2\pi N^2r^2=2NZ.$$

Let the radius grow by $dr$ at fixed $N$. New contacts number $4\pi N^2r\,dr$, while $dZ=2\pi Nr\,dr$. The new contacts are therefore $2N\,dZ$, and each removes one island. After merging, the islands are again taken as randomly placed and equal in size, so the argument applies at each instant. A real spread of sizes changes the factor 2 even at low coverage. At higher coverage, the further contacts made when a merged island takes its new shape change it too. This alters the prefactor and coverage dependence in (1), but not the power of $R$. $\square$

A count over 200,000 random discs at $Z=0.05$ gave 0.1002 touching pairs per disc, against the predicted $2Z=0.1$.

Since no atoms are lost, $Z+n_1=\theta$. The adatom density vanishes as $R\to0$, so $dZ/d\theta\to1$ after the initial transient.

## The rate equations and their scaling

Each new dimer consumes two adatoms, hence

$$\frac{dn_1}{dt}=F-2\sigma_1Dn_1^2-\sigma Dn_1N,\qquad
\frac{dN}{dt}=\sigma_1Dn_1^2-2FN.$$

The last term is Lemma 1 with $dZ/dt=F$. Division by $F$ gives

$$\frac{dn_1}{d\theta}=1-\frac{2\sigma_1n_1^2+\sigma n_1N}{R},\qquad
\frac{dN}{d\theta}=\frac{\sigma_1n_1^2}{R}-2N. \tag{3}$$

Both densities start at zero. Set $\varepsilon=R^{1/3}$, $n_1=\varepsilon^2x$ and $N=\varepsilon y$. Then $n_1^2/R=\varepsilon x^2$ and $n_1N/R=xy$. Dividing the second equation by $\varepsilon$ gives

$$\varepsilon^2x'=1-2\sigma_1\varepsilon x^2-\sigma xy,\qquad
y'=\sigma_1x^2-2y, \tag{4}$$

where a prime means $d/d\theta$. These powers keep deposition, capture, nucleation and coalescence at leading order. Adatom consumption by nucleation and adatom storage carry the small factors $\varepsilon$ and $\varepsilon^2$.

## Lemma 2: the initial transient

*The transient occupies a coverage of order $R^{1/2}$, and the later growth starts from $y=0$ to leading order.*

**Proof.** Put $\theta=R^{1/2}\tau$, $n_1=R^{1/2}u$ and $N=R^{1/2}v$ in (3). As $R\to0$,

$$\frac{du}{d\tau}=1-2\sigma_1u^2-\sigma uv,\qquad \frac{dv}{d\tau}=\sigma_1u^2.$$

Coalescence has dropped out because its term is $2R^{1/2}v$. No parameter $R$ remains, so the transient lasts for $\tau$ of order one.

The density $v$ cannot stay bounded. If it did, the first equation would keep $u$ above a positive constant after the start, and the second would make $v$ grow without limit. Once $v$ is large, $u$ relaxes at the rate $\sigma v$ towards $1/(\sigma v)$. Then

$$\frac{dv}{d\tau}\simeq\frac{\sigma_1}{\sigma^2v^2},\qquad v^3\simeq\frac{3\sigma_1\tau}{\sigma^2}.$$

At the end of the transient $N$ is of order $R^{1/2}$, so $y=N/R^{1/3}$ is of order $R^{1/6}$ and tends to zero. $\square$

## Proof of the theorem

After the transient, the first equation of (4) becomes at leading order

$$1=\sigma xy,\qquad x=\frac1{\sigma y}.$$

Deposited atoms are captured by existing islands almost as fast as they arrive. Substitute this into the second equation and multiply by $3y^2$:

$$3y^2y'=\frac{3\sigma_1}{\sigma^2}-6y^3,
\qquad (y^3)'+6y^3=\frac{3\sigma_1}{\sigma^2}.$$

The integrating factor is $e^{6\theta}$. With $y^3(0)=0$ from Lemma 2,

$$y^3=\frac{3\sigma_1}{\sigma^2}\int_0^\theta e^{-6(\theta-s)}ds
=\frac{\sigma_1}{2\sigma^2}\left(1-e^{-6\theta}\right).$$

Since $N^3=Ry^3$, this is (1), and its plateau is (2). $\square$

**Why the power is one third.** More islands shorten an adatom's life, so $n_1\simeq R/(\sigma N)$. Nucleation needs two adatoms, and its rate per unit coverage is $\sigma_1n_1^2/R\simeq\sigma_1R/(\sigma^2N^2)$. Coalescence removes $2N$ per unit coverage. Equality of gain and loss gives $N^3\propto R$.

**Without coalescence.** For $6\theta\ll1$, expansion of the exponential gives

$$N^3\simeq\frac{3\sigma_1R\theta}{\sigma^2}.$$

This is also the result at later coverage if the loss term is deleted. The one-third power of $R$ then holds at fixed coverage, but $N$ grows as $\theta^{1/3}$ and has no saturation value.

**Size of the correction.** Keep the nucleation loss in the adatom balance. To first order in $\varepsilon$,

$$x\simeq\frac1{\sigma y}\left(1-\frac{2\sigma_1\varepsilon}{\sigma^2y^2}\right).$$

Squaring doubles the correction, so the source for $y^3$ becomes

$$\frac{3\sigma_1}{\sigma^2}\left(1-\frac{4\sigma_1\varepsilon}{\sigma^2y^2}\right).$$

At small coverage $y^{-2}\propto\theta^{-2/3}$, which has a finite integral. The relative correction to $N$ is thus negative and of order $R^{1/3}$. The storage term contributes to $y^3$ at order $\varepsilon^2\int\theta^{-4/3}d\theta$; with the lower limit at $\theta\sim\varepsilon^{3/2}$ this is of order $\varepsilon^{3/2}$, which is smaller.

Numerical integration of (3), with $\sigma_1=3$, $\sigma=7$ and $\theta=0.3$, tests these statements without the quasi-steady step. Between $R=10^{-12}$ and $10^{-10}$ the exponent is 0.3332. At $R=10^{-12}$ the relative difference from (1) is $1.4\times10^{-4}$, and between $10^{-12}$ and $10^{-9}$ this difference grows as $R^{0.332}$.

## Coverage-dependent capture and a true maximum

Formula (1) approaches its plateau at coverages where a low-coverage model is an extrapolation. The capture number derived next rises with coverage and, together with coalescence, gives a maximum earlier. A shadowed flux, also included below, changes this maximum only slightly.

**Lemma 3.** *For a disc at the centre of a circular cell,*

$$\sigma(Z)=\frac{4\pi(1-Z)}{-\ln Z-\frac12(3-Z)(1-Z)}. \tag{5}$$

**Proof.** Let the cell radius be $L$, with $N=1/(\pi L^2)$ and $Z=r^2/L^2$. The steady local adatom density $n(\rho)$ obeys

$$\frac D\rho\frac{d}{d\rho}\left(\rho\frac{dn}{d\rho}\right)=-F,
\qquad n(r)=0,\quad n'(L)=0.$$

The first condition expresses free attachment, the second no net flow between equal cells. Two integrations give

$$\rho n'=\frac{F}{2D}(L^2-\rho^2),\qquad
n=\frac FD\left[\frac{L^2}{2}\ln\frac\rho r-\frac{\rho^2-r^2}{4}\right].$$

The density $n_1$ is the average over the whole cell, $n_1=(2/L^2)\int_r^Ln\rho\,d\rho$. The integrals needed are

$$\int_r^L\rho\ln\frac\rho r\,d\rho=\frac{L^2}{2}\ln\frac Lr-\frac{L^2-r^2}{4},
\qquad \int_r^L(\rho^2-r^2)\rho\,d\rho=\frac{(L^2-r^2)^2}{4}.$$

With $\ln(L/r)=-\frac12\ln Z$ they give

$$n_1=\frac{FL^2}{4D}\left[-\ln Z-(1-Z)-\tfrac12(1-Z)^2\right].$$

The last two terms combine to $-\frac12(1-Z)(3-Z)$. Atoms landing beside the island are captured, so $F(1-Z)=\sigma Dn_1N$. Solving for $\sigma$ gives (5). $\square$

Formula (5) describes evenly spaced islands. Among randomly placed ones, adatoms in the large gaps live longer, and the capture number is considerably smaller. Using (5) together with Lemma 1, which assumes random positions, is therefore a model choice. It affects the height and position of the maximum found below, but not the power of $R$.

Now replace the adatom source $1$ in (3) by $1-\theta$, because atoms landing on islands are assumed to join them directly. With $Z\simeq\theta$, the quasi-steady relation is $x=(1-\theta)/(\sigma y)$. The same steps give $N=R^{1/3}G(\theta)$ with

$$G^3(\theta)=\int_0^\theta\frac{3\sigma_1(1-s)^2}{\sigma(s)^2}\,e^{-6(\theta-s)}ds. \tag{6}$$

$G$ starts at zero and becomes positive. Near $\theta=1$, put $q=1-\theta$. The denominator of (5) is then $q^3/3$ to leading order, so $\sigma\simeq12\pi/q^2$ and the source in (6) vanishes. There $(G^3)'=-6G^3<0$, so $G$ has a maximum inside the interval. Its position does not depend on $R$ in this limit, and its height gives $N_{\max}\propto R^{1/3}$.

For $\sigma_1=3$ the maximum is $G=0.260$ at $\theta=0.065$ ML. Without the coalescence factor $e^{-6(\theta-s)}$, $G$ would have no such maximum and would level off near 0.31. Integration of the full equations with these changes gives an exponent of 0.3316 for the maximum between $R=10^{-12}$ and $10^{-10}$.

## Remarks on the exponent

**Slowly varying capture numbers.** In two dimensions a point sink has a capture number that depends logarithmically on its surroundings. Let other sinks remove adatoms at the rate $D\kappa^2$ per adatom. The response of the lattice density to a unit sink, at the sink itself, is

$$g=\int_{-\pi}^{\pi}\!\!\int_{-\pi}^{\pi}\frac{dk_x\,dk_y}{(2\pi)^2}\frac1{\kappa^2+4-2\cos k_x-2\cos k_y}.$$

The $k_y$ integral gives $(A^2-4)^{-1/2}$ with $A=\kappa^2+4-2\cos k_x$. For small $\kappa$, split off the near-singular part $1/(2\sqrt{\kappa^2+k_x^2})$. Its integral from $0$ to $\pi$ is $\frac12\ln(2\pi/\kappa)$. In the remainder set $\kappa=0$ and $w=\sin^2(k_x/2)$:

$$\int_{k_0}^{\pi}\frac{dk_x}{\sqrt{A^2-4}}=\frac14\int_{k_0^2/4}^1\frac{dw}{w\sqrt{1-w^2}}\simeq\frac14\ln\frac8{k_0^2}.$$

Subtracting $\frac12\ln(\pi/k_0)$ leaves $\frac14\ln8-\frac12\ln\pi$. The two parts add to $\frac14\ln(32/\kappa^2)$, and division by $\pi$ gives $g$. A perfect sink forces the density there to zero, so $\sigma=1/g$.

Two moving adatoms have relative diffusivity $2D$. Their meeting rate is $\frac12n_1^2(2D\sigma)=\sigma Dn_1^2$, so $\sigma_1=\sigma$ and $\kappa^2=\sigma(N+2n_1)$. Hence

$$\sigma=\frac{4\pi}{\ln[32/(\sigma(N+2n_1))]}.$$

For $n_1\ll N$ write $\Lambda=4\pi/\sigma=\ln[8\Lambda/(\pi N)]$. Without coalescence, and neglecting the slow change of $\sigma$ during growth, $N^3\simeq3R\theta\Lambda/(4\pi)$. Differentiating the definition of $\Lambda$ gives $d\ln\Lambda=-d\ln N/(\Lambda-1)$. The effective exponent at fixed $\theta$ is therefore

$$\chi=\frac{d\ln N}{d\ln R}\simeq\frac1{3+1/(\Lambda-1)}.$$

It approaches $1/3$ from below, but slowly.

A lattice Monte Carlo simulation of point islands tests the mean-field picture at $\theta=0.1$. Two runs on 40,000 sites, at $h/F=10^5$ and $3\times10^6$, gave densities 0.0145 and 0.00575. The mean-field equations with this capture number and direct hits gave 0.0151 and 0.00596. Both effective exponents are about 0.27, well below $1/3$; the simulated one carries counting noise from a few hundred islands per run. Near the middle of this range $\Lambda\simeq7.6$, so the logarithm alone gives about 0.317. In the mean-field result, the rest comes almost entirely from the finite adatom density: nucleation consumes adatoms. With direct hits left out, deleting this loss term raises the exponent from 0.275 to 0.317, while the adatom share of $\kappa^2$ changes it by only about 0.002. Direct hits hardly change the exponent here. Between $R=10^{-16}$ and $10^{-14}$ the mean-field exponent is 0.326. A measured exponent somewhat below $1/3$ is therefore compatible with stable dimers.

**Dissociating dimers.** Suppose dimers dissociate at rate $k=bD$, much faster than they capture adatoms, while trimers are stable. Dimer balance gives $n_2=\sigma_1n_1^2/b$. Now let $N$ count islands from trimers upward. With $n_1\simeq R/(\sigma N)$,

$$\frac{dN}{d\theta}=\frac{\sigma n_1n_2}{R}-2N=\frac{\sigma_1R^2}{b\sigma^2N^3}-2N.$$

Multiplication by $4N^3$ gives $(N^4)'+8N^4=4\sigma_1R^2/(b\sigma^2)$. At fixed $b$ and $\theta$, $N\propto R^{1/2}$. The full equations with $b=0.1$ gave 0.4999 between $R=10^{-10}$ and $10^{-8}$.

**Strain.** Let uniform strain raise the diffusion barrier by $\Delta E$, with flux, temperature, attempt rate and capture numbers fixed. Since $D\propto e^{-E/k_BT}$, equation (2) gives

$$\frac{N_{\rm sat}^{\rm strained}}{N_{\rm sat}}=e^{\Delta E/(3k_BT)}.$$

The exponent is unchanged. If misfit strain instead creates an attachment barrier that grows with island size, $\sigma$ depends on the mean size $\theta/N$. It then varies with $R$ at fixed coverage, and the proof no longer gives a one-third power.

## Example: copper on fcc-Cu(100)

Take 200 K, $F=0.001$ ML/s, a barrier of 0.40 eV and a total attempt rate of $10^{13}\,{\rm s}^{-1}$. These are rough typical material parameters; $\sigma_1=3$ and $\sigma=7$ are round model values. With $k_BT=0.01723$ eV,

$$D=\frac{10^{13}}4e^{-0.40/0.01723}\simeq208\ {\rm sites^2/s},\qquad
R=\frac{0.001}{208}\simeq4.80\times10^{-6}.$$

Equation (2) then gives

$$N_{\rm sat}=\left(\frac{3}{2\cdot7^2}\,4.80\times10^{-6}\right)^{1/3}\simeq0.0053.$$

A site has area $0.36^2/2=0.0648$ nm², so this is about $8\times10^{12}\ {\rm cm^{-2}}$, with a spacing $N^{-1/2}$ of 3.5 nm. At 0.3 ML, (1) gives 0.00497 per site, 94% of the plateau. The full equations give 0.00486, which is 2.3% lower. A tenfold flux at fixed temperature and coverage multiplies the full result by 2.10, rather than $10^{1/3}=2.15$, because the finite-$R$ reduction grows with flux.

For a model tensile strain of 2%, with an assumed barrier slope of 1 eV per unit strain, $\Delta E=0.02$ eV. The strain formula gives a factor 1.47; the full equations at 0.3 ML give 1.46. The slope is a model value: a second-moment tight-binding potential gives about 1.9 eV for hopping on Cu(100), which would make the factor about 2.1.

The approximations differ greatly in weight. With a rough dimer bond energy of 0.30 eV added to the hopping barrier, dimers dissociate at $2.3\times10^{-5}\,{\rm s}^{-1}$, while an island captures $F/N_{\rm sat}=0.19$ atoms per second. Dissociation changes the density by about $-0.003\%$. Dimer motion, with an assumed barrier of 0.50 eV, changes it by $-2.7\%$, but this figure depends strongly on the gap between the dimer and adatom barriers. A second-moment tight-binding potential gives nearly equal barriers on Cu(100), about 0.44 eV for the adatom and 0.43 eV for the dimer. With the adatom barrier kept at 0.40 eV and equal prefactors, a dimer barrier of 0.43 eV lowers the density by 33% and one of 0.40 eV by 46%, and the exponent for a tenfold flux rises to about 0.37. The immobile-dimer assumption is therefore doubtful for real Cu(100), and the example illustrates the model more than it predicts that surface. Desorption, with a rough energy of 3 eV, is negligible. Coverage-dependent capture with shadowing also matters: its full equations peak at 0.0037 per site near 0.09 ML, 29% below the constant-capture plateau. This figure is for the capture number of evenly spaced islands; randomly placed ones capture less, which would give a higher density. The coalescence factor 2 also holds only for islands of equal size at low coverage, so the densities quoted at 0.3 ML are estimates. For randomly placed discs that grow and merge, the factor stays near 2 up to $Z\simeq0.09$ and rises to about 3 between $Z=0.2$ and $0.3$, which lowers the density there.

The high island density in this example reflects the slow diffusion at 200 K. The result is sensitive to the barrier: an error of 0.05 eV changes $N_{\rm sat}$ by a factor $e^{0.05/(3\times0.01723)}\simeq2.6$. At this flux, the estimated dissociation and capture rates become equal near 276 K, where dissociation already lowers the density at 0.3 ML by about 17%, so room-temperature growth lies outside the stable-dimer regime for these parameters. Surface steps can also capture adatoms, a sink absent from the model, so the estimate is meant for terraces much wider than the island spacing. The numerical output gives the remaining values.

## Calculated quantities

```
Capture number of adatoms: 3
Capture number of islands: 7
Full-equation exponent, R=1e-12 to 1e-10: 0.33322
Exponent of the closed-form error in R: 0.3324
Closed-form relative error at R=1e-12: 0.0001403
Touching pairs per disc at coverage 0.05: 0.1002
Cell capture number at coverage 0.1: 11.34
Coverage at maximum, varying capture: 0.06524 ML
Maximum of G, varying capture: 0.2597
Exponent of that maximum: 0.33159
Exponent with dissociating dimers: 0.4999
Monte Carlo density, h/F=1e+05: 0.01448 per site
Mean-field density, h/F=1e+05: 0.01514 per site
Monte Carlo density, h/F=3e+06: 0.00575 per site
Mean-field density, h/F=3e+06: 0.005957 per site
Monte Carlo effective exponent: 0.271
Mean-field effective exponent: 0.274
Mean-field exponent, R=1e-16 to 1e-14: 0.3260
Example temperature: 200 K
Example flux: 0.001 ML/s
Attempt rate (rough): 1e+13 1/s
Adatom barrier (rough): 0.4 eV
Cu lattice constant (rough): 0.36 nm
Thermal energy: 0.01723 eV
Diffusivity: 208.2 sites^2/s
F/D: 4.804e-06
Saturation density: 0.005278 per site
Saturation density: 8.146e+12 cm^-2
Island spacing 1/sqrt(N): 3.504 nm
Closed-form density at 0.3 ML: 0.00497 per site
Full-equation density at 0.3 ML: 0.004856 per site
Adatom density at 0.3 ML: 0.000138 per site
Density ratio for tenfold flux, full: 2.098
Local exponent for tenfold flux: 0.3218
Model tensile strain: 2 %
Barrier slope per unit strain: 1 eV
Barrier shift by strain: 0.02 eV
Strain factor, formula: 1.472
Strain factor, full equations: 1.456
Dimer bond energy (rough): 0.3 eV
Dimer dissociation rate: 2.295e-05 1/s
Adatom capture rate per island, F/N_sat: 0.1895 1/s
Density change by dissociation: -0.003332 %
Dimer diffusion barrier (rough): 0.5 eV
Dimer/adatom diffusivity ratio: 0.003021
Density change by dimer motion: -2.683 %
Desorption energy (rough): 3 eV
Desorbed fraction of flux: 3.492e-64
Peak density, varying capture, full: 0.003743 per site
Coverage at that peak: 0.09 ML
Temperature where dissociation = capture: 275.6 K
```
